\section*{Generalized Entropy for Gaussian, Methfessel-Paxton and Cold Smearing of Occupations, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Setting}

Electrons are treated in a mean-field theory such as Kohn-Sham theory, in a fixed, finite, orthonormal basis, with real orbitals $\phi_i$ that span the basis and hold two electrons of opposite spin when full. The density matrix is $\rho = 2\sum_i f_i|\phi_i\rangle\langle\phi_i|$. The energy $E[\rho;R]$ depends on $\rho$ and on a nuclear coordinate $R$, and the mean-field Hamiltonian $H$ is defined by $\delta E = \mathrm{Tr}(H\,\delta\rho)$. A smearing scheme prescribes the occupation of a level of energy $\varepsilon$ as
\begin{equation}
f(x) = \int_{-\infty}^{x}\tilde\delta(t)\,dt, \qquad x = \frac{\mu-\varepsilon}{\sigma},
\label{occ}
\end{equation}
with width $\sigma>0$ and chemical potential $\mu$; positive $x$ lies below $\mu$. The function $\tilde\delta$ is smooth, falls off faster than any power of $|x|$, has isolated zeros at most, and integrates to one. It is not assumed positive. Its moments are $M_k=\int x^k\tilde\delta\,dx$ over the whole line. Each level is given an independent variable $x_i$, with $f_i=f(x_i)$, and the functional considered is
\begin{equation}
\Omega = E[\rho;R] - 2\sigma\sum_i S(x_i) - 2\mu\sum_i f(x_i),
\label{omega}
\end{equation}
where $S$ is a dimensionless function still to be chosen. Energies are in eV and lengths in \AA.

\section*{(a) The stationarity condition}

\emph{Find the function $S$, vanishing for an empty level, for which $\Omega$ is stationary at the occupations (\ref{occ}) whatever the spectrum.}

\paragraph{Solution.} The orbitals are varied first. The rotation $\phi_i\to\phi_i+\theta\phi_j$, $\phi_j\to\phi_j-\theta\phi_i$ keeps them orthonormal to first order and gives $\delta\rho = 2\theta(f_i-f_j)(|\phi_i\rangle\langle\phi_j|+|\phi_j\rangle\langle\phi_i|)$, so $\delta\Omega = 4\theta(f_i-f_j)H_{ij}$. Eigenvectors of the self-consistent $H$ make this vanish for every pair, and for them $H_{ii}=\varepsilon_i$.

At fixed orbitals a change of $x_i$ gives $\delta\rho = 2\tilde\delta(x_i)\,\delta x_i\,|\phi_i\rangle\langle\phi_i|$, because $f'=\tilde\delta$. Therefore
\begin{equation}
\frac{\partial\Omega}{\partial x_i} = 2\tilde\delta(x_i)\,(H_{ii}-\mu) - 2\sigma S'(x_i).
\label{grad0}
\end{equation}
At the prescribed point $H_{ii}-\mu=\varepsilon_i-\mu=-\sigma x_i$, and the right side becomes $-2\sigma[x_i\tilde\delta(x_i)+S'(x_i)]$. A level may lie at any distance from $\mu$, so this vanishes for every spectrum if and only if $S'(x)=-x\tilde\delta(x)$ for all $x$. With $S(-\infty)=0$,
\begin{equation}
S(x) = -\int_{-\infty}^{x} t\,\tilde\delta(t)\,dt .
\label{S}
\end{equation}
Inserting $S'$ into (\ref{grad0}) gives the gradient at an arbitrary point,
\begin{equation}
\frac{\partial\Omega}{\partial x_i} = 2\tilde\delta(x_i)\,\bigl(H_{ii}-\mu+\sigma x_i\bigr).
\label{grad}
\end{equation}
It vanishes at the intended solution, and it vanishes as well at any zero of $\tilde\delta$, whatever $H_{ii}$ is. A smearing function that changes sign thus adds stationary points that do not satisfy (\ref{occ}).

\section*{(b) $S$ as a function of the occupation}

\emph{Under what condition is $S$ a function of $f$, and when is the stationary point of a single level a minimum? What is $S$ for a deep level? Find the value of $\Omega$ for one fixed level at its stationary point.}

\paragraph{Solution.} Where $\tilde\delta\neq0$ the relation $f(x)$ can be inverted locally, with $dx/df=1/\tilde\delta$, and the chain rule gives
\begin{equation}
\frac{dS}{df} = \frac{S'(x)}{f'(x)} = -x, \qquad \frac{d^2S}{df^2} = -\frac{dx}{df} = -\frac{1}{\tilde\delta(x)} .
\label{Sf}
\end{equation}
If $\tilde\delta>0$ everywhere, $f(x)$ rises monotonically from 0 to 1 and $S(f)$ is single valued and concave. The one-level function $\omega=(\varepsilon-\mu)f-\sigma S(f)$, per spin, is then convex and has its minimum at (\ref{occ}). If $\tilde\delta$ changes sign, $f(x)$ turns back at each sign change, one value of $f$ belongs to several $x$, and the slopes $dS/df=-x$ on these branches differ. No single function $S(f)$ then exists, and stationarity in the occupations has to be read as stationarity in the $x_i$, or in $f_i$ along a given branch. Differentiating (\ref{grad}) at fixed $H_{ii}$, at the point where the bracket vanishes, gives $\partial^2\Omega/\partial x_i^2=2\sigma\tilde\delta(x_i)$: a noninteracting level with $\tilde\delta(x_i)<0$ sits at a maximum along its own variable.

For a deep level (\ref{S}) gives $S(+\infty)=-M_1$. Full levels carry no entropy if and only if $M_1=0$. A Gaussian centred at $x=1/\sqrt2$ has $S(+\infty)=-0.70711$, and every deep level would add a constant proportional to $\sigma$ to $\Omega$.

Integrating (\ref{S}) by parts with $\tilde\delta=f'$, and using $tf(t)\to0$ at $-\infty$,
\begin{equation}
S(x) = \int_{-\infty}^{x} f(t)\,dt - x f(x).
\end{equation}
With $\varepsilon-\mu=-\sigma x$ the stationary value is $\omega=-\sigma(xf+S)=-\sigma\int_{-\infty}^x f\,dt$, and since $\partial x/\partial\varepsilon=-1/\sigma$, one finds $\partial\omega/\partial\varepsilon=f$. The term $-\sigma S$ is what turns $(\varepsilon-\mu)f$ into a potential whose derivative with respect to the level energy is the occupation.

\section*{(c) Fermi-Dirac and Gaussian smearing}

\emph{Evaluate $S$ for $f=1/(1+e^{-x})$ and for $\tilde\delta=e^{-x^2}/\sqrt\pi$.}

\paragraph{Solution.} For the Fermi-Dirac function $f'=f(1-f)>0$ and $x=\ln f-\ln(1-f)$. Equation (\ref{Sf}) reads $dS/df=-\ln f+\ln(1-f)$. The derivative of $-f\ln f-(1-f)\ln(1-f)$ is $-\ln f-1+\ln(1-f)+1$, the same expression, and the function vanishes at $f=0$, so
\begin{equation}
S_{\rm FD} = -f\ln f-(1-f)\ln(1-f).
\end{equation}
This is the entropy of a fermion level in units of $k_B$, with $\sigma=k_BT$. By analogy with this case, $S$ is called the entropy below for every scheme.

For the Gaussian, $f=\tfrac12\,\mathrm{erfc}(-x)$, and $-te^{-t^2}=\tfrac12\,(e^{-t^2})'$ gives
\begin{equation}
S_{\rm G}(x) = \frac{e^{-x^2}}{2\sqrt\pi}.
\end{equation}
Here $\tilde\delta>0$, so $S_{\rm G}$ is a concave function of $f$ through $x=-\mathrm{erfc}^{-1}(2f)$. Its value at half filling is $0.28209$, against $0.69315$ for $S_{\rm FD}$.

\section*{(d) Methfessel-Paxton smearing}

\emph{Let $\tilde\delta_N=\sum_{m=0}^{2N+1}c_mH_m(x)e^{-x^2}$, with Hermite polynomials $H_m$, reproduce $\int p\,\tilde\delta_N\,dx=p(0)$ for all polynomials $p$ of degree up to $2N+1$. Find $c_m$, $f_N$ and $S_N$.}

\paragraph{Solution.} Three properties follow from the definition $H_me^{-x^2}=(-1)^m\,d^m e^{-x^2}/dx^m$. One more differentiation gives
\begin{equation}
\bigl(H_me^{-x^2}\bigr)'=-H_{m+1}e^{-x^2}, \qquad \int_{-\infty}^{x}H_{m+1}e^{-t^2}dt=-H_m(x)e^{-x^2}.
\label{H1}
\end{equation}
The Leibniz rule applied to the $m$-th derivative of $(e^{-x^2})'=-2xe^{-x^2}$ gives $H_{m+1}=2xH_m-2mH_{m-1}$, that is
\begin{equation}
xH_m=\tfrac12H_{m+1}+mH_{m-1}.
\label{H2}
\end{equation}
Integrating by parts $m$ times gives $\int pH_me^{-x^2}dx=\int p^{(m)}e^{-x^2}dx$. This is zero when $p$ has degree below $m$, so different $H_m$ are orthogonal, and it equals $2^mm!\sqrt\pi$ for $p=H_m$, whose leading coefficient is $2^m$ by the recurrence.

Taking $p=H_m$ in the defining condition gives $c_m=H_m(0)/(2^mm!\sqrt\pi)$. At $x=0$ the recurrence is $H_{m+1}(0)=-2mH_{m-1}(0)$. From $H_1(0)=0$ all odd values vanish. From $H_0=1$ follows $H_{2n}(0)=(-1)^n(2n)!/n!$, since the ratio of successive values of this expression is $-2n(2n-1)/n=-2(2n-1)$, as required. Hence
\begin{equation}
\tilde\delta_N=\sum_{n=0}^{N}A_nH_{2n}e^{-x^2}, \qquad A_n=c_{2n}=\frac{(-1)^n}{n!\,4^n\sqrt\pi},
\end{equation}
and $p=x^k$ shows $M_1=\dots=M_{2N+1}=0$. Equation (\ref{H1}) integrates the terms with $n\ge1$:
\begin{equation}
f_N=\tfrac12\,\mathrm{erfc}(-x)-\sum_{n=1}^{N}A_nH_{2n-1}e^{-x^2}.
\end{equation}
For the entropy, (\ref{H2}) gives $tH_{2n}=\tfrac12H_{2n+1}+2nH_{2n-1}$, and (\ref{H1}) integrates both pieces, its minus sign cancelling the one in (\ref{S}):
\begin{equation}
S_N=\Bigl[\sum_{n=0}^{N}\tfrac12A_nH_{2n}+\sum_{n=1}^{N}2nA_nH_{2n-2}\Bigr]e^{-x^2}.
\end{equation}
Because $A_n=-A_{n-1}/(4n)$, one has $2nA_n=-\tfrac12A_{n-1}$. The second sum is $-\sum_{n=0}^{N-1}\tfrac12A_nH_{2n}$ and cancels all terms of the first but the last:
\begin{equation}
S_N(x)=\tfrac12A_NH_{2N}(x)\,e^{-x^2}.
\end{equation}
$N=0$ returns $S_{\rm G}$. With $H_1=2x$, $H_2=4x^2-2$, $H_4=16x^4-48x^2+12$, $A_1=-1/(4\sqrt\pi)$ and $A_2=1/(32\sqrt\pi)$,
\begin{align}
\tilde\delta_1&=\Bigl(\tfrac32-x^2\Bigr)\frac{e^{-x^2}}{\sqrt\pi}, & f_1&=\tfrac12\,\mathrm{erfc}(-x)+\frac{xe^{-x^2}}{2\sqrt\pi},\\
S_1&=(1-2x^2)\frac{e^{-x^2}}{4\sqrt\pi}, & S_2&=(4x^4-12x^2+3)\frac{e^{-x^2}}{16\sqrt\pi}.
\end{align}
For $N\ge1$ the condition $M_2=0$ forces $\tilde\delta_N$ to change sign, since $x^2\tilde\delta_N$ integrates to zero. For $N=1$ (MP1) the sign changes at $x=\pm\sqrt{3/2}=\pm1.22474$, where $f_1$ reaches $1.03546$ and $-0.03546$. The occupation $f=1.02$ occurs at $x=0.9565$ and at $x=1.6672$, with $S_1=-0.04688$ and $-0.03992$: these are the two branches of part (b). $S_1$ is negative for $|x|>1/\sqrt2$. With the Gaussian averages $\langle x^2\rangle=\tfrac12$, $\langle x^4\rangle=\tfrac34$, $\langle x^6\rangle=\tfrac{15}{8}$ for the weight $e^{-x^2}/\sqrt\pi$, the first surviving moment is $M_4=\tfrac32\cdot\tfrac34-\tfrac{15}8=-\tfrac34$.

\section*{(e) Cold smearing}

\emph{Find $f$, $S$ and the low moments for the Marzari-Vanderbilt function $\tilde\delta=(2-\sqrt2x)\,e^{-(x-1/\sqrt2)^2}/\sqrt\pi$, and for the polynomial form $\tilde\delta_a=(ax-1)(x^2-\tfrac32)\,e^{-x^2}/\sqrt\pi$. For which $a$ is $\tilde\delta_a\ge0$ at all $x<0$?}

\paragraph{Solution.} Put $u=x-b$ with $b=1/\sqrt2$. Then $2-\sqrt2x=1-\sqrt2u$, and $-\sqrt2ue^{-u^2}=(e^{-u^2})'/\sqrt2$ gives
\begin{equation}
f=\tfrac12\,\mathrm{erfc}(-u)+\frac{e^{-u^2}}{\sqrt{2\pi}} .
\end{equation}
In the product $x\tilde\delta$ the terms linear in $u$ cancel,
\begin{equation}
(u+b)(1-\sqrt2u)=u-\sqrt2u^2+b-u=-\sqrt2\,\bigl(u^2-\tfrac12\bigr),
\end{equation}
and $(ue^{-u^2})'=-2(u^2-\tfrac12)e^{-u^2}$. Thus $S'=\sqrt2(u^2-\tfrac12)e^{-u^2}/\sqrt\pi=-(ue^{-u^2})'/\sqrt{2\pi}$, and
\begin{equation}
S_{\rm cold}=-\frac{u\,e^{-u^2}}{\sqrt{2\pi}}=\bigl(1-\sqrt2x\bigr)\frac{e^{-(x-1/\sqrt2)^2}}{2\sqrt\pi}.
\end{equation}
The moments are $M_k=\langle(u+b)^k(1-\sqrt2u)\rangle$, in which odd powers of $u$ average to zero:
\begin{align}
M_1&=b-\sqrt2\cdot\tfrac12=0,\\
M_2&=\tfrac12+b^2-\sqrt2\cdot2b\cdot\tfrac12=0,\\
M_3&=\tfrac32b+b^3-\sqrt2\bigl(\tfrac34+\tfrac32b^2\bigr)=\sqrt2-\tfrac32\sqrt2=-\tfrac1{\sqrt2},\\
M_4&=\tfrac34+3b^2+b^4-\sqrt2\bigl(3b+2b^3\bigr)=\tfrac52-4=-\tfrac32 .
\end{align}
$\tilde\delta$ is positive for $x<\sqrt2$ and negative beyond, so $f$ rises from zero to $1.08332$ at $x=\sqrt2$ and then falls towards one: it is positive everywhere. $S(f)$ has two branches for $f>1$; at $f=1.02$ they lie at $x=0.9783$ and $2.2895$, with $S=-0.10053$ and $-0.05161$.

For the polynomial form, $(ax-1)(x^2-\tfrac32)=(\tfrac32-x^2)+a(x^3-\tfrac32x)$ and $H_3=8x^3-12x$, so $\tilde\delta_a=\tilde\delta_1+aH_3e^{-x^2}/(8\sqrt\pi)$. By (\ref{H1}), $f_a=f_1-aH_2e^{-x^2}/(8\sqrt\pi)$. By (\ref{H2}), $tH_3=\tfrac12H_4+3H_2$, and minus the integral of this times $e^{-t^2}$ is $(\tfrac12H_3+3H_1)e^{-x^2}=4x^3e^{-x^2}$. Hence
\begin{equation}
S_a=S_1+\frac{a\,x^3e^{-x^2}}{2\sqrt\pi}.
\end{equation}
$H_3$ is orthogonal to $1,x,x^2$, so $M_1=M_2=0$ for any $a$, and $\int x^3H_3e^{-x^2}dx=3!\sqrt\pi$ gives $M_3=3a/4$. The factor $x^2-\tfrac32$ changes sign at $x=-\sqrt{3/2}$, and the product keeps its sign there only if $ax-1$ vanishes at the same point, which fixes $a=-\sqrt{2/3}=-0.81650$. The polynomial is then $a(x+\sqrt{3/2})^2(x-\sqrt{3/2})$, non-negative for $x<\sqrt{3/2}$. The maximum occupation is $1.08685$ and $M_3=-0.61237$.

Parts (a) to (e) have found the entropy function $S$ that makes $\Omega$ stationary at the prescribed occupations, and have evaluated it for Fermi-Dirac, Gaussian, Methfessel-Paxton and cold smearing. What remains is to derive the forces and the dependence on the width, and to test the results on a self-consistent chain.

All numerical values are calculated from the stated model.
